# Abstraction-Fed Silicon Growth Uses at Most Half the Lost Radicals

In a silane plasma, the radical SiH$_3$ reaches a growing film of hydrogenated amorphous silicon whose surface bonds are almost all closed by hydrogen. In the picture examined here, a radical cannot bond to a closed site; this is a premise, and it excludes, for instance, insertion into a strained Si–Si bond. It can, however, take a hydrogen atom away and leave as SiH$_4$, and the open bond left behind can hold a later radical. One radical is thus spent to prepare the site and another to fill it. How large a share of the radicals lost at the surface can then end up as film?

## Events and assumptions

All rates are numbers of events per unit projected area and time, averaged over a patch large enough for fluctuations to be small. Let $N_d$ be the number of open bonds per area, and let

- $A$ be the rate of attachment, SiH$_3$ + open bond → bonded SiH$_3$;
- $B$ be the rate of abstraction, SiH$_3$ + Si–H → SiH$_4$ + open bond;
- $R$ be the rate at which radicals are lost by pairing on the surface into Si$_2$H$_6$, counted in radicals, so that one pairing contributes two;
- $X$ be the rate at which anything other than SiH$_3$ makes open bonds;
- $D$ be the rate at which open bonds vanish without an attachment, for instance by taking up atomic hydrogen or by being buried.

The assumptions are these.

1. An attachment closes one open bond, opens none and is permanent.
2. An abstraction uses one radical and opens one bond.
3. Pairing leaves the number of open bonds unchanged.
4. There is no other loss of SiH$_3$. A radical that leaves the surface unreacted is not lost.

The loss rate is therefore $L=A+B+R$. For an incident flux $\Gamma$, the sticking probability is $s=A/\Gamma$ and the loss probability is $\beta=L/\Gamma$, so $s/\beta=A/L$. Silicon brought by ions or by other radicals is counted separately.

## The theorem

**Theorem.** In a steady state,

$$\frac{A}{L}=\frac12\left(1+\frac{X-D-R}{L}\right).$$

If abstraction by SiH$_3$ is the sole source of open bonds, $X=0$, then $A\le L/2$, with equality if and only if $D=R=0$.

**Proof.** Open bonds are made at the rate $B+X$ and removed at the rate $A+D$:

$$\frac{dN_d}{dt}=B+X-A-D .$$

In a steady state the left side is zero, so $B=A-X+D$. Putting this into the radical balance gives

$$L=A+(A-X+D)+R=2A-X+D+R ,$$

and hence $A=(L+X-D-R)/2$. Division by $L$ gives the identity. For $X=0$ it reads $A=L/2-(D+R)/2$. Since $D$ and $R$ are not negative, the bound and the condition for equality follow. ∎

No rate law was used, so the bound does not depend on how a radical finds its site. It limits $s/\beta$ and leaves $\beta$ itself free. It also shows what breaks the cap: $A$ exceeds $L/2$ as soon as $X>D+R$.

**Remark (finite time).** Without the steady state, $B=A-X+D+dN_d/dt$. The same substitution, integrated from $0$ to $t$ with $X=0$, gives

$$\int_0^t A\,dt'-\frac12\int_0^t L\,dt'=\frac12\left[N_d(0)-N_d(t)-\int_0^t(D+R)\,dt'\right]\le\frac{N_d(0)}{2}.$$

A surface that starts with open bonds can beat the cap for a while, but the total excess is at most half the initial number of open bonds.

**Remark (removal of silicon).** Suppose that a radical can also carry off a bonded SiH$_3$ group as Si$_2$H$_6$, at rate $E$, leaving one open bond. Then $L=A+B+E+R$, and for $X=0$ the steady site balance is $A+D=B+E$. Adding the two gives $2A=L-R-D$ as before. Net growth is $A-E$, which lies below $L/2$ by a further $E$.

## A model with mobile radicals

The theorem does not say how close growth comes to the cap. For that, let a fraction $\alpha$ of the incident radicals enter a bound but mobile state of density $n$. Let $N_0$ be the density of surface bonds and $\theta=N_d/N_0$ the open fraction. A mobile radical desorbs at rate $k_d$, attaches at rate $k_s\theta$ and abstracts at rate $k_a(1-\theta)$. These products assume mean-field mixing: a radical meets open and closed sites in proportion to their numbers. Pairing events occur at the rate $k_rn^2$ per area, so $R=2k_rn^2$. With $X=D=0$,

$$\frac{dn}{dt}=\alpha\Gamma-\left[k_d+k_s\theta+k_a(1-\theta)\right]n-2k_rn^2,$$

$$N_0\frac{d\theta}{dt}=k_a n(1-\theta)-k_s n\theta .$$

**Proposition.** In the steady state of this model,

$$\theta=\frac{k_a}{k_a+k_s},\qquad \frac{s}{\beta}=\frac{1/2}{1+k_rn/\kappa},\qquad \kappa=\frac{k_ak_s}{k_a+k_s},$$

$$n=\frac{-(k_d+2\kappa)+\sqrt{(k_d+2\kappa)^2+8k_r\alpha\Gamma}}{4k_r}.$$

**Proof.** Since $n>0$, the second rate equation gives $k_a(1-\theta)=k_s\theta$, hence the stated $\theta$. Then $k_s\theta=\kappa$ and $k_a(1-\theta)=\kappa$, so $A=B=\kappa n$. The first equation becomes

$$2k_rn^2+(k_d+2\kappa)n-\alpha\Gamma=0 .$$

The product of its roots, $-\alpha\Gamma/(2k_r)$, is negative, so one root is positive, and it is the one stated. Finally,

$$\frac{s}{\beta}=\frac{\kappa n}{2\kappa n+2k_rn^2}=\frac{1}{2(1+k_rn/\kappa)} .\qquad ∎$$

**Low flux.** The quadratic term drops out and $n\to\alpha\Gamma/(k_d+2\kappa)$. Pairing needs two mobile radicals at once, so it fades, and $s/\beta\to1/2$. The loss probability tends to $2\alpha\kappa/(k_d+2\kappa)$.

**High flux.** The quadratic term dominates and $n\to\sqrt{\alpha\Gamma/(2k_r)}$. Then $\beta\to\alpha$, while $s/\beta\to\kappa/(2k_rn)$ falls as $\Gamma^{-1/2}$. The growth rate still rises, but only as $\Gamma^{1/2}$.

**Beyond mean field.** A random walk shows what mixing does when there is no pairing. On a periodic lattice of $40\times40$ sites, one radical at a time lands at random and steps between neighbours. It attaches at an open site. At a closed site it abstracts with probability 0.02, desorbs with probability 0.02, or moves on. Mean-field mixing would require $\theta=0.02(1-\theta)$, or $\theta=0.0196$. Over 50 000 radicals, after 10 000 discarded ones, the simulation gives $\theta=0.031$ (varying by about 0.001 between runs and lattice sizes) but $A/L=0.500$. The walker keeps returning to closed sites it has already visited, so it meets open sites less often than their number suggests. Without pairing, the open fraction depends on such correlations but the ratio does not. With pairing, the identity still holds, but $R$ depends on how radicals meet, so the value of $s/\beta$ in the proposition does rest on mixing.

If an outside agent also tries to strip hydrogen from one random site with probability 0.1 per radical, the ratio rises to 0.569. The theorem, supplied with the open fraction and the loss per radical of that run, gives 0.569 as well; the chance scatter in the number of stripping attempts, about $5000\pm70$, would allow a difference near 0.001. The cap is then broken in the way the identity says.

## Where the remaining hydrogen goes

Each attached SiH$_3$ brings three hydrogen atoms. Let the film keep $h$ of them per silicon atom. With $A=B$, abstraction removes one, so $2-h$ must leave in another way, as H$_2$ released while neighbouring silicon atoms link up. For 10 at.% hydrogen, $h=0.10/0.90=0.111$, and 1.89 atoms per silicon atom leave by this path. The premise $X=0$ requires that this release open no bonds, as in 2 Si–H → Si–Si + H$_2$.

Suppose instead that a fraction $q$ of the atoms released in this way leaves an open bond, and let $c$ be the number of bonds so opened per attachment. With $D=0$ and no other outside source, the site balance is $B+cA=A$, so $B=(1-c)A$ and

$$L-R=A+B=(2-c)A,\qquad \frac{A}{L-R}=\frac{1}{2-c}.$$

Abstraction now removes $1-c$ atoms per attachment, so $3-(1-c)-h=2+c-h$ are released by linking. Setting $c=q(2+c-h)$ and solving gives

$$c=\frac{q(2-h)}{1-q}.$$

For $q=0.05$, $c=0.05\times1.889/0.95=0.099$ and $A/(L-R)=0.526$. Abstraction by SiH$_3$ still takes part only if $c<1$, that is, $q<1/(3-h)=0.346$. Within this range any leak lifts the share of the unpaired losses above one half; a leak of five per cent lifts it by 0.026.

## Worked example

Take gas and surface at 500 K and an SiH$_3$ density $n_g=10^{12}$ cm$^{-3}$ at the film. The round model parameters are $\alpha=0.5$, $N_0=10^{15}$ cm$^{-2}$, $k_d=2\times10^5$ s$^{-1}$, $k_a=10^5$ s$^{-1}$, $k_s=10^9$ s$^{-1}$, $k_r=10^{-6}$ cm$^2$/s and a film density of $5\times10^{22}$ Si atoms per cm$^3$. With an attempt rate of $10^{13}$ s$^{-1}$, this $k_d$ corresponds to a desorption barrier of 0.76 eV, so the mobile state is not a weakly physisorbed one; its existence is an assumption of the model.

The mean speed $\bar v=\sqrt{8k_BT/(\pi m)}$ is 583 m/s, and

$$\Gamma=\frac{n_g\bar v}{4}=\frac{10^{12}\times5.833\times10^{4}}{4}=1.458\times10^{16}\ \text{cm}^{-2}\text{s}^{-1}.$$

Because $k_s\gg k_a$, $\theta=1.0\times10^{-4}$ and $\kappa$ is practically $k_a$. The quadratic gives $n=1.68\times10^{10}$ cm$^{-2}$, so $k_rn/\kappa=0.168$ and

$$\frac{s}{\beta}=\frac{0.5}{1.168}=0.428 .$$

In units of $10^{15}$ cm$^{-2}$s$^{-1}$, $A=B=1.68$, $R=0.57$ and $L=3.93$. Hence $s=0.115$ and $\beta=0.269$. The growth rate is $A$ divided by the film density, $3.36\times10^{-8}$ cm/s, or 0.336 nm/s (20 nm/min). The cap for the same loss is 0.393 nm/s; pairing accounts for the difference.

With all other parameters held fixed, a flux 100 times smaller gives $s/\beta=0.499$ and $\beta=0.250$. A flux 100 times larger gives 0.082 and 0.430. These values approach the two limits derived above, with $\beta$ still short of $\alpha=0.5$ at the higher flux.

**A bare start.** Let all bonds be open at first. As long as $k_s\theta$ far exceeds $k_a$ and $k_d$, nearly every captured radical attaches, so the sites fill in about

$$\frac{N_0}{\alpha\Gamma}=\frac{10^{15}}{7.29\times10^{15}}=0.137\ \text{s}.$$

Numerical integration of the two rate equations, with an implicit Runge–Kutta method, puts the fall of $A/L$ below one half at 0.138 s. Averaged over the first 0.30 s, the ratio of total attachment to total loss is 0.78. This is no breach of the theorem, since the excess is paid for by $N_0$ initial open bonds.

## What the model leaves out

The steady ratios below come from the same integration with the extra process added and all else held fixed. The added parameters are rough, round values.

**Atomic hydrogen.** Let its density be $10^{10}$ cm$^{-3}$, with abstraction probability 0.3 on a closed site and sticking probability 1 on an open one. Then $X/L=0.060$ and $s/\beta$ rises from 0.428 to 0.464. The rise exceeds $X/(2L)=0.030$ because the additional open bonds shorten the life of mobile radicals and so reduce pairing by 6%, while the total loss grows by about 3%; $R/L$ falls from 0.144 to 0.132. At $2.0\times10^{10}$ cm$^{-3}$, two per cent of the SiH$_3$ density, $X-D$ equals $R$ and the ratio reaches one half. At twice that density it lies above one half.

**Heat.** Let each closed site lose its hydrogen at the rate $10^{15}\,\text{s}^{-1}\exp(-2.0\,\text{eV}/k_BT)$ and stay open. At 500 K this gives $X/L\approx2\times10^{-6}$, which is negligible. With the other surface rates and the gas flux held at their 500 K values, the ratio reaches one half at about 660 K. The required loss rate fixes the quotient of barrier and temperature, so a barrier ten per cent higher would move this temperature up by ten per cent. The figure depends strongly on the frozen rates: if $k_d$ alone follows its 0.76 eV barrier, it is about 74 times larger at 660 K, pairing fades, and the crossing falls to about 590 K.

**Ions and SiH$_2$.** An ion flux of $10^{14}$ cm$^{-2}$s$^{-1}$, opening one bond per ion that strikes a closed site, raises $s/\beta$ to 0.443. If each ion also brings one silicon atom, that adds 6% of $A$ to the growth. SiH$_2$ at $10^9$ cm$^{-3}$, inserting at every impact without needing an open bond, would add 0.9% at a flux of one quarter of its density times its mean speed. Since none of it returns from the film, its flux is roughly twice that, and it adds roughly 2%.

**Open neighbours.** If open bonds are uncorrelated, a new one has about $4\theta$ open neighbours on a square lattice. If each such pair closes by itself, two bonds are lost, so $D/L\approx8\theta B/L=3\times10^{-4}$.

**Leaky linking.** With $q=0.05$ the full ratio is $s/\beta=0.455$. It stays below one half because pairing still takes its share.

**The absorbing wall.** The formula $\Gamma=n_g\bar v/4$ assumes equal numbers of radicals moving toward and away from the film. Let $\mu$ be the cosine of the angle to the inward normal of the film, and approximate the angular distribution by $(1+a\mu)/2$ at every speed. Then

$$\Gamma=n_g\bar v\int_0^1\frac{\mu(1+a\mu)}{2}\,d\mu=n_g\bar v\left(\frac14+\frac a6\right),\qquad L=n_g\bar v\int_{-1}^{1}\frac{\mu(1+a\mu)}{2}\,d\mu=\frac{n_g\bar v\,a}{3}.$$

Thus $\Gamma=n_g\bar v/4+L/2$. With $L=\beta\Gamma$ this becomes

$$\Gamma=\frac{n_g\bar v/4}{1-\beta/2}.$$

Solved together with the model's $\beta(\Gamma)$, this raises the flux by 16% and the growth rate to 0.385 nm/s, 14% above the first value. The growth gains less than the flux because pairing becomes stronger. The estimates for atomic hydrogen above leave this correction out for both species.

## Relation to real films

Device-grade films are commonly grown near 500 K at a few tenths of a nanometre per second, with an SiH$_3$ loss probability of roughly one quarter and about 10 at.% hydrogen. The surface rates above were chosen to fall in this range, so the agreement is no evidence for them. In particular, the pairing rate and hence the distance from the cap are model inputs. Among the site-opening processes sized here at 500 K, atomic hydrogen moves the ratio most, by 0.036. In a plasma strongly diluted with hydrogen its density may be much higher, and the premise $X=0$ should then not be used. Where SiH$_3$ abstraction is believed to supply nearly all the open bonds, a measured steady $s/\beta$ clearly above one half points to another source of sites, to SiH$_3$ attaching without an open bond, or to silicon arriving by another path.
